\section*{Roughness and growth exponents of the one-dimensional Edwards-Wilkinson equation}

\section{How long a line, and which times to fit?}

A kinetic Monte Carlo study of a roughening profile needs two choices: the number of columns, and the time window from which a growth exponent will be read. If the line is too short, the roughness stops growing while the fit is still in progress. If the window opens too early, the fit sees the starting profile and single columns fluctuating independently. The first limit follows from the solution of the Edwards--Wilkinson equation, a linear model of a profile that is roughened by random events and smoothed by its own curvature. The second lies outside that continuum equation and is found from a model of the columns themselves.

Let $h(x,t)$ be the height above the initial mean, on a periodic line of length $L$. Any uniform growth rate has been removed by moving with the surface. The equation is
\begin{equation}
\partial_t h=\nu\,\partial_x^2h+\eta ,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'),
\label{ew}
\end{equation}
with $\nu>0$ and Gaussian noise of zero mean. The start is flat, $h(x,0)=0$. With $\bar h$ the spatial mean, the width $w$ is defined by
\begin{equation}
w^2(L,t)=\Big\langle \frac1L\int_0^L (h-\bar h)^2dx\Big\rangle .
\end{equation}
The roughness exponent $\alpha$ is defined by $w\propto L^\alpha$ at late times, and the growth exponent $\beta$ by $w\propto t^\beta$ at times too short for the profile to feel $L$.

\section{Simple case: one wave}

Define $h_k=\frac1L\int_0^L h\,e^{-ikx}dx$ with $k=2\pi n/L$ and $n$ an integer, and $\eta_k$ likewise. Two integrations by parts turn $\partial_x^2$ into $-k^2$; the boundary terms cancel by periodicity. Hence
\begin{equation}
\dot h_k=-\nu k^2h_k+\eta_k .
\end{equation}
The noise in the modes has the correlation
\begin{align}
\langle\eta_k(t)\eta_{k'}^*(t')\rangle
&=\frac{2D}{L^2}\,\delta(t-t')\int_0^L e^{-i(k-k')x}dx
=\frac{2D}{L}\,\delta_{kk'}\delta(t-t').
\end{align}
One factor $1/L$ survives because the integral supplies a factor $L$. Each wave is therefore a damped variable with its own noise. From a flat start,
\begin{equation}
h_k(t)=\int_0^t e^{-\nu k^2(t-s)}\eta_k(s)\,ds ,
\end{equation}
and the delta function in time removes one of the two integrals in the variance:
\begin{equation}
\langle|h_k|^2\rangle=\frac{2D}{L}\int_0^te^{-2\nu k^2(t-s)}ds
=\frac{D}{\nu k^2L}\left(1-e^{-2\nu k^2t}\right).
\label{mode}
\end{equation}

\textit{Check on limits.} For $\nu k^2t\ll1$ the bracket is $2\nu k^2t$ and the variance is $2Dt/L$: the wave performs a free random walk. For $\nu k^2t\gg1$ it is $D/(\nu k^2L)$, a balance of noise and damping. The mode $k=0$ has no damping, so $\langle\bar h^2\rangle=2Dt/L$ at all times.

\section{All waves: the width}

By Parseval's theorem the spatial variance is the sum of $|h_k|^2$ over $k\neq0$. The modes $n$ and $-n$ contribute equally, so
\begin{equation}
w^2=\frac{2D}{\nu L}\sum_{n\ge1}\frac{1-e^{-2\nu k^2t}}{k^2},\qquad k=\frac{2\pi n}{L}.
\label{sum}
\end{equation}
Inserting $k$ shows that $L$ and $t$ enter as
\begin{equation}
w^2=\frac{DL}{\nu}F\!\left(\frac{\nu t}{L^2}\right),\qquad
F(\tau)=\frac1{2\pi^2}\sum_{n\ge1}\frac{1-e^{-8\pi^2n^2\tau}}{n^2}.
\label{scaling}
\end{equation}
The relaxation time grows as $L^z$ with $z=2$.

Equations (\ref{mode}) and (\ref{sum}) were tested against a covariance propagated in real space on a grid, without Fourier modes. At $\nu t/L^2=0.02$ the error of the grid value of $w^2$, relative to (\ref{sum}), is $2.3\times10^{-3}$ with 32 points and $5.8\times10^{-4}$ with 64. It falls by four when the spacing is halved, as a second-order discretization should.

\section{Late times: exponent one half}

The sums needed here come from one Fourier series. On $0<\theta<2\pi$ the function $(\pi-\theta)/2$ is odd about $\theta=\pi$, so it has only sine terms, with coefficients
\begin{equation}
\frac1\pi\int_0^{2\pi}\frac{\pi-\theta}{2}\sin n\theta\,d\theta
=-\frac1{2\pi}\int_0^{2\pi}\theta\sin n\theta\,d\theta=\frac1n .
\end{equation}
Integrating $\sum_n\sin(n\theta)/n=(\pi-\theta)/2$ from zero gives
\begin{equation}
\sum_{n\ge1}\frac{1-\cos n\theta}{n^2}=\frac{\pi\theta}{2}-\frac{\theta^2}{4}.
\label{cosines}
\end{equation}
Averaging both sides over $0\le\theta\le2\pi$ removes the cosines and leaves $\sum1/n^2=\pi^2/2-\pi^2/3=\pi^2/6$.

When the exponentials in (\ref{sum}) have died,
\begin{equation}
w_{\rm sat}^2=\frac{2D}{\nu L}\,\frac{L^2}{4\pi^2}\,\frac{\pi^2}{6}=\frac{DL}{12\nu},
\qquad w_{\rm sat}\propto L^{1/2},\qquad \alpha=\tfrac12 .
\label{sat}
\end{equation}
The longest wave is the last to settle. Its missing part is $\frac{DL}{2\pi^2\nu}e^{-8\pi^2\nu t/L^2}$; divided by (\ref{sat}) this is a relative deficit $(6/\pi^2)e^{-8\pi^2\nu t/L^2}$. Saturation thus requires $t\gg L^2/(8\pi^2\nu)$.

The same exponent appears locally. Two points a distance $r$ apart differ in mode $k$ by $h_k(e^{ikr}-1)$, whose squared modulus is $2|h_k|^2(1-\cos kr)$. In the steady state, with $\theta=2\pi r/L$ in (\ref{cosines}),
\begin{align}
\langle[h(x+r)-h(x)]^2\rangle
&=\frac{4D}{\nu L}\,\frac{L^2}{4\pi^2}\left(\frac{\pi^2r}{L}-\frac{\pi^2r^2}{L^2}\right)
=\frac D\nu\,r\left(1-\frac rL\right).
\end{align}
For $r\ll L$ the typical height difference grows as $r^{1/2}$, like a random walk in $x$. The factor $1-r/L$ makes the walk close on itself.

\section{Early times: exponent one quarter}

Take first the limit $L\to\infty$ at fixed $t$. The modes are spaced by $2\pi/L$, so $\sum_{n\ge1}\to\frac{L}{2\pi}\int_0^\infty dk$ and
\begin{equation}
w^2=\frac{D}{\pi\nu}J(2\nu t),\qquad J(A)=\int_0^\infty\frac{1-e^{-Ak^2}}{k^2}dk .
\end{equation}
Differentiation removes the denominator: $J'(A)=\int_0^\infty e^{-Ak^2}dk=\frac12\sqrt{\pi/A}$. Since $J(0)=0$, $J(A)=\sqrt{\pi A}$, and
\begin{equation}
w^2=\frac{D}{\pi\nu}\sqrt{2\pi\nu t}=D\sqrt{\frac{2t}{\pi\nu}},
\qquad w\propto t^{1/4},\qquad \beta=\tfrac14 .
\label{early}
\end{equation}
Waves with $\nu k^2t\gg1$ have settled and those with $\nu k^2t\ll1$ have barely started. The profile resembles the steady random walk at distances well below $\sqrt{\nu t}$, and its height differences stop growing at distances well above it. This gives the estimate $w^2\sim(D/\nu)\sqrt{\nu t}$. The scaling form (\ref{scaling}) agrees: if $F\propto\tau^{2\beta}$, then $w^2\propto L^{1-4\beta}$, and independence of $L$ demands $\beta=1/4=\alpha/z$.

\subsection{What a finite line changes}

Let $S(k)=D(1-e^{-2\nu k^2t})/(\nu k^2)$, with $S(0)=2Dt$, and let $C(x,t)=\int\frac{dk}{2\pi}S(k)e^{ikx}$ be the height covariance on an infinite line. The function $\sum_mC(x+mL,t)$ has period $L$ and Fourier coefficients $S(k)/L$. Evaluating it at $x=0$ and removing the $k=0$ term, which $w^2$ does not contain, gives
\begin{equation}
w^2=C(0,t)-\frac{2Dt}{L}+2\sum_{m\ge1}C(mL,t).
\label{images}
\end{equation}
To find $C$, differentiate in time and do the Gaussian integral:
\begin{equation}
\partial_tC=2D\int\frac{dk}{2\pi}e^{-2\nu k^2t+ikx}
=\frac{2D}{\sqrt{8\pi\nu t}}\,e^{-x^2/(8\nu t)} .
\label{rate}
\end{equation}
The integral that vanishes at $t=0$ is
\begin{equation}
C=D\sqrt{\frac{2t}{\pi\nu}}\,e^{-x^2/(8\nu t)}
-\frac{D|x|}{2\nu}\,{\rm erfc}\frac{|x|}{\sqrt{8\nu t}} .
\end{equation}
To verify it, differentiate. The square root gives (\ref{rate}). The exponential gives $+\frac{\sqrt2\,Dx^2}{8\sqrt\pi\,(\nu t)^{3/2}}\,e^{-x^2/(8\nu t)}$ and the error function gives the same term with a minus sign.

At $x=0$ this is (\ref{early}). Because $e^{-x^2/(8\nu s)}$ increases with $s$, integrating (\ref{rate}) also shows $C(mL,t)\le C(0,t)\,e^{-m^2L^2/(8\nu t)}$: the images are exponentially small at early times. The leading correction is therefore the motion of the mean height. Relative to (\ref{early}) it is
\begin{equation}
s=\frac{2Dt/L}{D\sqrt{2t/(\pi\nu)}}=\frac{\sqrt{2\pi\nu t}}{L},\qquad
w^2\simeq D\sqrt{\frac{2t}{\pi\nu}}\,(1-s).
\end{equation}
Since $ds/d\ln t=s/2$, the exponent that a local fit would return is
\begin{equation}
\beta_{\rm eff}=\frac12\frac{d\ln w^2}{d\ln t}
=\frac12\left[\frac12-\frac{s/2}{1-s}\right]=\frac14-\frac{s}{4(1-s)} .
\label{beff}
\end{equation}
The correction falls only as $\sqrt t/L$. The full sum gives $\beta_{\rm eff}=0.2494$ at $\nu t/L^2=10^{-6}$, $0.2436$ at $10^{-4}$ and $0.166$ at $10^{-2}$. An exponent below $1/4$ can thus come from the length of the line alone.

Equation (\ref{images}) also offers a remedy. The sum $w^2+\langle\bar h^2\rangle$, the roughness about the \emph{initial} mean in the moving frame, follows the pure power law until the images matter.

The laws (\ref{early}) and (\ref{sat}) meet where $2t/(\pi\nu)=L^2/(144\nu^2)$, at
\begin{equation}
t_\times=\frac{\pi L^2}{288\,\nu}.
\end{equation}

\section{From rates of events to $\nu$ and $D$}

Now let the profile consist of $N$ columns ($N$ even) of spacing $a$, neighbours differing by $\pm b$. A local minimum gains a brick of height $2b$ at rate $p$; a local maximum loses one at the same rate. This is balanced deposition and evaporation.

\subsection{Drift and noise}

Write $\Delta h_i=h_{i+1}+h_{i-1}-2h_i$. It equals $+2b$ at a minimum, $-2b$ at a maximum and $0$ on a slope, which is the height change that the move makes. Therefore
\begin{equation}
\frac{d\langle h_i\rangle}{dt}=p\,\langle\Delta h_i\rangle
\quad\Longrightarrow\quad \nu=pa^2 .
\end{equation}
If a column is an extremum with probability $P$, its squared jumps accumulate at the rate $4b^2pP$. Noise of strength $2D$ averaged over a cell of width $a$ gives $2D/a$. In the steady state of a long line $P=1/2$, as shown below, so $D=pab^2$.

\subsection{An exactly solvable check}

Use $b$ as the unit of height and let $s_i=h_{i+1}-h_i=\pm1$. A move at column $i$ exchanges $s_{i-1}$ and $s_i$. Exchanging equal slopes does nothing, so every neighbouring pair may be said to exchange at rate $p$. Start from a zigzag, for which $c_r=\langle s_is_{i+r}\rangle=(-1)^r$ for every $i$. Each of the two slopes can move either way, hence
\begin{equation}
\dot c_r=2p\,(c_{r+1}+c_{r-1}-2c_r),\qquad \dot c_1=2p\,(c_2-c_1).
\end{equation}
The second equation differs because exchanging the two slopes with each other leaves their product unchanged. It is a reflecting wall, and there is another at $r=N-1$. The full master equation for 8 columns, with 70 profiles, confirms this closure.

On an infinite line the wall is replaced by the mirror extension $c_{1-r}=c_r$. The spreading kernel is $G_r=e^{-4pt}I_r(4pt)$, with $I_r$ the modified Bessel function; it obeys the equation because $2I_r'=I_{r-1}+I_{r+1}$. Then
\begin{equation}
c_1=\sum_{r\ge1}(-1)^r(G_{r-1}+G_r)=-G_0 ,
\end{equation}
since all other terms cancel in pairs.

Let $W$ be the site average of $\langle h_i^2\rangle$, heights being measured from the initial mean. A jump $\delta$ changes $h_i^2$ by $2h_i\delta+\delta^2$. Summation by parts gives $\sum_ih_i\Delta h_i=-\sum_is_i^2=-N$, and $P=(1-c_1)/2$, so
\begin{equation}
\dot W=-2p+4pP=-2pc_1=2pG_0 .
\end{equation}
The zigzag has $W=1/4$. With $X=4pt$,
\begin{equation}
W=\tfrac14+g,\qquad g=\tfrac12\int_0^Xe^{-y}I_0(y)dy=\tfrac X2e^{-X}[I_0(X)+I_1(X)],
\end{equation}
which is verified by differentiation with $I_0'=I_1$ and $I_1'=I_0-I_1/X$.

\textit{Limits.} For $pt\ll1$, $g\simeq2pt$: columns fluctuate independently and the added roughness has $\beta=1/2$. For $pt\gg1$, $e^{-X}I_{0,1}\simeq1/\sqrt{2\pi X}$ and $g\simeq\sqrt{2pt/\pi}$. In ordinary units this is $b^2\sqrt{2pt/\pi}$, which is (\ref{early}) with the $\nu$ and $D$ found above. The evaluated exponents are $0.499$ at $pt=10^{-3}$ and $0.2500$ at $pt=10^3$.

On a ring the mean moves in steps $\pm2/N$ at total rate $pNP$. It has no drift, since $\sum_i\Delta h_i=0$. Its variance is $\frac{4p}{N}\int P\,dt=(2pt+g)/N$, so before the images matter
\begin{equation}
\frac{w^2}{b^2}=\frac14+g\left(1-\frac1N\right)-\frac{2pt}{N}.
\label{ring}
\end{equation}
At late times $c_r$ becomes uniform. The slopes sum to zero, so $1+(N-1)c=0$ and $c=-1/(N-1)$, which gives $P\to1/2$ for large $N$. The squared height difference is $r+r(r-1)c=r(N-r)/(N-1)$. Half its average over all pairs of columns is the variance:
\begin{equation}
\frac{w_{\rm sat}^2}{b^2}=\frac1{2N}\sum_{r=1}^{N-1}\frac{r(N-r)}{N-1}
=\frac1{2N}\,\frac{N(N^2-1)}{6(N-1)}=\frac{N+1}{12},
\end{equation}
against $N/12$ from (\ref{sat}).

\section{Numbers for one thousand columns}

Take round model parameters $a=0.4$ nm, $b=0.15$ nm, $p=100$ s$^{-1}$ and $N=1000$, so $L=400$ nm. Then
\begin{align}
\nu&=100\times0.4^2=16\ {\rm nm^2\,s^{-1}},\qquad
D=100\times0.4\times0.15^2=0.9\ {\rm nm^3\,s^{-1}},\\
w_{\rm sat}^2&=\frac{0.9\times400}{12\times16}=1.875\ {\rm nm^2},\qquad w_{\rm sat}=1.37\ {\rm nm}.
\end{align}
The growth law needs times far above $a^2/\nu=0.01$ s and far below $L^2/(2\pi\nu)=1592$ s. The second is the time at which $s$ would reach one; the width has saturated well before it. The crossover time is $109$ s and the relaxation time $L^2/(8\pi^2\nu)$ is $127$ s.

At $t=10$ s the power law gives $0.5677$ nm$^2$. Subtracting the mean-height variance, $0.0450$ nm$^2$, leaves $0.5227$ nm$^2$, the value of the Fourier sum, so $w=0.723$ nm. Here $s=0.0450/0.5677=0.079$, and (\ref{beff}) gives $\beta_{\rm eff}\simeq0.228$. Even this early, a local fit misses $1/4$ by $0.02$. At $t=100$ s the Fourier sum is $1.345$ nm$^2$; adding $2Dt/L=0.450$ nm$^2$ restores the power-law value $1.795$ nm$^2$, although the width itself is close to its crossover.

The microscopic model gives $0.5277$ nm$^2$ at $10$ s, larger than the Fourier sum by $0.0050$ nm$^2$. By (\ref{ring}) the excess should be near $b^2(1/4-g/N)=0.0056-0.0006$ nm$^2$, as found. At $1000$ s it has fallen to $0.0019$ nm$^2$, the steady offset $b^2/12$. At $0.001$ s, below the lattice time, the continuum equation does not describe the model: the two values are $0.0094$ and $0.0057$ nm$^2$.

Steady widths for 250 and 1000 columns give $\alpha=0.499$; the small deficit comes from the $1$ in $N+1$. At equal $\nu t/L^2=0.02$ the squared widths of these rings have the ratio $3.98$, against $4$ from (\ref{scaling}). The positive lattice offset, nearly the same for both, lowers the ratio.

For the opening choice, this means fixing the tolerated error in $\beta$, finding $s$ from (\ref{beff}), and taking $L=\sqrt{2\pi\nu t}/s$ for the last time $t$ in the fit. This bounds the local exponent at that last time; a fit over the whole window errs by less. The first time must satisfy $t\gg a^2/\nu$, and the initial $b^2/4$ should be subtracted. On a long line the closed form of $g$ gives $\beta=0.268$ at $pt=1$ and $0.252$ at $pt=10$ after subtraction, but $0.203$ and $0.229$ without it. The rule is for a one-dimensional line with balanced rates; it does not carry over to a two-dimensional surface.

\section{Where the exponents change}

\textit{Smoothing by surface diffusion.} If the linear term is $-\kappa\,\partial_x^4h$ with $\kappa>0$, the damping rate $\nu k^2$ becomes $\kappa k^4$ and the same steps give
\begin{equation}
w^2=\frac{2D}{\kappa L}\sum_{n\ge1}\frac{1-e^{-2\kappa k^4t}}{k^4}.
\end{equation}
The late sum scales as $L^4$, so $w^2\propto L^3$ and $\alpha=3/2$. The early integral scales as $t^{3/4}$, so $\beta=3/8$.

\textit{Conserved noise.} If the noise only moves material along the line, $D$ is replaced by $D_ck^2$. The steady mode variance $D_c/(\nu L)$ no longer favours long waves, and the width does not grow as $L^{1/2}$. The sum over modes is now cut off only by the column spacing: with $L/a$ modes, $w^2\simeq D_c/(\nu a)$, nearly independent of $L$.

\textit{Net growth.} Let bricks arrive at rate $p_+$ and leave at rate $p_-$. For independent slopes with mean $m$, minima and maxima each have density $(1-m^2)/4$, so the surface advances at $2b(p_+-p_-)(1-m^2)/4$. This depends on the tilt. A term in $(\partial_xh)^2$ then joins (\ref{ew}), the Fourier modes couple, and the derivation of $\beta=1/4$ no longer applies. The steady width is unchanged: every profile on a ring has as many minima as maxima, so equal weight for all profiles is still stationary, $w_{\rm sat}^2/b^2=(N+1)/12$, and $\alpha$ stays $1/2$. Balanced rates remove this term, which is why they were used here.

\section*{Table of computed values}
\begin{verbatim}
column spacing a = 0.4 nm, half brick height b = 0.15 nm
rate p = 100 1/s, columns N = 1000, length L = 400 nm
nu = 16.000 nm^2/s
D = 0.900 nm^3/s
lattice time a^2/nu = 0.0100 s
finite-length time L^2/(2 pi nu) = 1591.5 s
relaxation time L^2/(8 pi^2 nu) = 126.7 s
crossover time pi L^2/(288 nu) = 109.1 s
saturated w^2, continuum = 1.8750 nm^2
saturated w, continuum = 1.3693 nm
saturated w, microscopic = 1.3700 nm
squared widths in nm^2: early power law, Fourier sum, microscopic
  t = 0.001 s: 0.00568, 0.00567, 0.00937
  t = 0.1 s: 0.05677, 0.05632, 0.06171
  t = 1 s: 0.17952, 0.17502, 0.18041
  t = 10 s: 0.56770, 0.52270, 0.52774
  t = 100 s: 1.79524, 1.34524, 1.34906
  t = 1000 s: 5.67705, 1.87458, 1.87646
w at t = 10 s, Fourier sum = 0.7230 nm
mean-height variance 2Dt/L at t = 10 s = 0.0450 nm^2
effective growth exponent on a finite line (dimensionless):
  nu t/L^2 = 1e-08: beta_eff = 0.24994
  nu t/L^2 = 1e-06: beta_eff = 0.24937
  nu t/L^2 = 1e-04: beta_eff = 0.24357
  nu t/L^2 = 1e-02: beta_eff = 0.16637
microscopic beta of added roughness, p t = 0.001: 0.4990
microscopic beta of added roughness, p t = 1000: 0.25002
microscopic alpha from N = 250 and 1000: 0.49892
w^2 ratio, N = 1000 to 250, at nu t/L^2 = 0.02: 3.9777
Langevin test, relative w^2 error, 32 points: 2.34e-03
Langevin test, relative w^2 error, 64 points: 5.84e-04
master equation, 8 columns: 70 profiles
master equation, steady w^2/b^2 = 0.750000
\end{verbatim}
